# Two-terminal resistance of a square Hall sheet from current–potential duality

Q: A conducting square has metal along two opposite edges, and a magnetic field is applied normal to it. Why should its resistance be anything but the longitudinal sheet resistivity? At zero field a square has exactly that resistance.

A: Because the electrodes interfere with the Hall field. Take $0<x<L$, $0<y<L$, with electrodes at $x=0$ and $x=L$ and insulated edges at $y=0$ and $y=L$. Let $\mathbf j$ be current per unit width, and let the sheet be uniform, ohmic, local and isotropic in its plane:

$$E_x=r j_x+h j_y,\qquad E_y=-h j_x+r j_y,$$

with $r=\rho_{xx}>0$ and $h=\rho_{xy}$. Both are sheet resistivities in ohms, and $h$ changes sign with the field.

Far from the electrodes of a long strip, $j_y=0$ and $E_x=rj_x$. Between very wide, closely spaced electrodes, the metal instead enforces $E_y=0$. Then $j_y=(h/r)j_x$, and

$$E_x=\left(r+\frac{h^2}{r}\right)j_x=\frac{r^2+h^2}{r}\,j_x .$$

A square is neither case. Its current is nonuniform when $h\ne0$: $j_y=0$ on the insulated edges, but $j_y=(h/r)j_x$ on the electrodes.

Q: Then you must solve for that nonuniform current. What is the problem to be solved?

A: In the steady state,

$$\partial_xj_x+\partial_yj_y=0,\qquad \partial_xE_y-\partial_yE_x=0,$$

with $E_y=0$ on the perfect electrodes and $j_y=0$ on the insulated edges. The resistance is $R=V/I$, where

$$V=\int_0^L E_x\,dx,\qquad I=\int_0^L j_x\,dy .$$

We can find $R$ without finding the current pattern, provided that the solution is unique.

Q: The boundary conditions clash at the corners. Does uniqueness survive there?

A: It does for solutions of finite power. Insert the material law into the curl equation:

$$0=-h(\partial_xj_x+\partial_yj_y)+r(\partial_xj_y-\partial_yj_x).$$

The first bracket vanishes, so $\mathbf j$ has neither divergence nor curl. These are the Cauchy–Riemann equations for $J=j_x-ij_y$, an analytic function of $z=x+iy$.

Take $h\ge0$ and $\tan\theta=h/r$. Near the corner $z=0$, try $J=Cz^\lambda$. On the insulated edge $J$ is real, so $C$ is real. On the electrode $J=j_x(1-i\tan\theta)$, whose phase is $-\theta$ up to a multiple of $\pi$. There $z$ has phase $\pi/2$, hence

$$\frac{\lambda\pi}{2}=-\theta+m\pi,\qquad \lambda=-\frac{2\theta}{\pi}+2m .$$

At distance $d$ from the corner the power involves $\int d^{2\lambda}\,d\,\mathrm dd$, which is finite for $\lambda>-1$. The lowest allowed exponent is therefore $-2\theta/\pi$. At the other end of the electrode the sense of rotation from insulator to metal is reversed, and the lowest exponent is $+2\theta/\pi$. For $h>0$ each electrode thus has one corner where the field can diverge and one where it vanishes. Reversing $h$ exchanges them.

Now subtract two finite-power solutions with the same $V$. The difference has a potential $\phi$ that can be set to zero on both electrodes, with $\mathbf E=-\nabla\phi$. Since $\nabla\cdot\mathbf j=0$,

$$\int\mathbf j\cdot\mathbf E\,dA=-\oint\phi\,\mathbf j\cdot\mathbf n\,ds=0:$$

either $\phi=0$ or the normal current is zero on every edge. Small arcs cut around the corners contribute at most of order $d^{1+\lambda}d^\lambda d=d^{2+2\lambda}$, which tends to zero. But the Hall terms cancel in the power density,

$$\mathbf j\cdot\mathbf E=r j_x^2+h j_xj_y-h j_xj_y+r j_y^2=r|\mathbf j|^2 .$$

With $r>0$, the difference current must vanish. Existence is also assured for $r>0$, because the dissipative part of the conductivity is positive (the Lax–Milgram theorem).

Q: Where does duality enter? Current and electric field are different things.

A: They obey similar equations: one has no divergence, the other no curl. A quarter turn exchanges these properties. Choose a positive constant $\rho_0$, in ohms, and define at each point

$$\mathbf j'=\frac{1}{\rho_0}(-E_y,E_x),\qquad
\mathbf E'=\rho_0(-j_y,j_x).$$

Then

$$\nabla\cdot\mathbf j'=\frac{-\partial_xE_y+\partial_yE_x}{\rho_0}=0,$$

$$\partial_xE'_y-\partial_yE'_x=\rho_0(\partial_xj_x+\partial_yj_y)=0 .$$

The primed fields therefore satisfy the steady equations. On an old electrode $E_y=0$, so $j'_x=0$: it has become an insulated edge. On an old insulated edge $j_y=0$, so $E'_x=0$: it has become an electrode.

Q: You have invented fields in some other device. Why should that device be made of the same material?

A: Its material law follows from the definitions. Write $\Delta=r^2+h^2$. Inverting the original law gives

$$j_x=\frac{rE_x-hE_y}{\Delta},\qquad
j_y=\frac{hE_x+rE_y}{\Delta}.$$

From the definition of $\mathbf j'$, $E_x=\rho_0j'_y$ and $E_y=-\rho_0j'_x$. Therefore

$$E'_x=-\rho_0j_y=-\frac{\rho_0}{\Delta}(h\rho_0j'_y-r\rho_0j'_x)
=\frac{\rho_0^2}{\Delta}(rj'_x-hj'_y),$$

$$E'_y=\rho_0j_x=\frac{\rho_0}{\Delta}(r\rho_0j'_y+h\rho_0j'_x)
=\frac{\rho_0^2}{\Delta}(hj'_x+rj'_y).$$

Now choose $\rho_0^2=\Delta=r^2+h^2$. The prefactor becomes one, and the law is the original one with $h$ replaced by $-h$. The dual device is the same sheet in the reversed magnetic field, with its electrodes on the other two edges.

Q: And how are the two resistances related?

A: The dual current flows along $y$. Its voltage and total current are

$$V'=\int_0^L E'_y\,dy=\rho_0\int_0^L j_x\,dy=\rho_0I,$$

$$I'=\int_0^L j'_y\,dx=\frac1{\rho_0}\int_0^L E_x\,dx=\frac V{\rho_0}.$$

Dividing,

$$R'=\frac{V'}{I'}=\rho_0^2\frac IV=\frac{r^2+h^2}{R},
\qquad RR'=r^2+h^2 .$$

Q: This is one equation for two resistances, and they belong to opposite fields. Are you about to assume that resistance is even in the field?

A: No. Reflection in the diagonal $x=y$ moves the electrodes back and reverses $h$ in the same operation. Define reflected fields by

$$E''_x(x,y)=E'_y(y,x),\qquad E''_y(x,y)=E'_x(y,x),$$

and likewise for the current. The dual law becomes

$$E''_x=hj''_y+rj''_x,\qquad E''_y=rj''_y-hj''_x,$$

which is the original law. Reflection keeps the divergence zero and changes only the sign of the vanishing curl. The electrodes are again at $x=0$ and $x=L$, and voltage and current are unchanged. By uniqueness this is the original solution up to a scale factor, so $R'=R$. Hence $R^2=r^2+h^2$, and since the dissipated power is positive,

$$R=\sqrt{\rho_{xx}^2+\rho_{xy}^2}.$$

The side $L$ has dropped out, and so has the sign of the field.

Q: Where did the proof need a square?

A: In the reflection. For spacing $L$ and electrode width $W$, the duality still holds, but the reflected dual device has spacing $W$ and width $L$. The result is

$$R(L/W)\,R(W/L)=r^2+h^2$$

at fixed $r$ and $h$. For a long strip, $R\simeq rL/W$ to leading order. The relation then gives $(r^2+h^2)W/(rL)$ for the inverse shape, in agreement with the wide-electrode limit found at the start.

Q: Does the square's special position have a geometric meaning?

A: Integrate $dF=J\,dz$ along the edges of the rectangle. On an insulated edge $dF=j_x\,dx$ is real, and $j_x=E_x/r$, so the total displacement is $a=V/r$. On an electrode,

$$dF=j_x(1-i\tan\theta)i\,dy=\frac{j_x}{\cos\theta}e^{i(\pi/2-\theta)}dy,$$

so the displacement has length $s=I/\cos\theta$ in a fixed direction. The edges become a parallelogram with

$$R=\frac VI=\frac{ra}{s\cos\theta}.$$

For the square, the duality result $R=r/\cos\theta$ means $a=s$: the parallelogram is a rhombus. For other rectangles, $a/s$ can be found from Schwarz–Christoffel integrals, evaluated by numerical quadrature.

Q: Give me numbers for a channel that someone might make.

A: Take graphene on 300 nm of silicon dioxide at 300 K, with $L=10$ µm, carrier density $n=10^{12}$ cm$^{-2}$, mobility $\mu=10^4$ cm²/Vs and $B=1.5$ T. These are rough values, with the mobility on the high side. For one carrier type with a field-independent mobility, and with $h$ taken as a magnitude,

$$r=\frac1{ne\mu},\qquad h=\frac B{ne}=\mu B\,r .$$

In SI units $n=10^{16}$ m$^{-2}$ and $\mu=1$ m²/Vs, so $r=624$ Ω and $h=1.5r=936$ Ω. Thus

$$R=\sqrt{624^2+936^2}\ \Omega\approx1125\ \Omega=1.125\ \text{k}\Omega .$$

A bias of 10 mV drives $10\ \text{mV}/1125\ \Omega=8.89$ µA. The Hall angle is 56.3°, and the field near a hot corner grows as $d^{-0.626}$ within the local model.

With the same $r$ and $h$, the Schwarz–Christoffel integrals give 1775 Ω for $L/W=2$ and 713 Ω for $L/W=1/2$. The square lies at their geometric mean, 1125 Ω.

Q: So the square shows a magnetoresistance. What is its field dependence?

A: In this one-carrier model,

$$\frac{R(B)}{R(0)}=\sqrt{1+\mu^2B^2}.$$

At 1.5 T the relative increase is $\sqrt{1+1.5^2}-1=80\%$, although $\rho_{xx}$ itself has not changed. For $\mu B\ll1$ the increase is $\mu^2B^2/2$ to leading order. For $\mu B\gg1$, $R$ approaches the Hall resistivity $B/(ne)$, which is linear in $B$. With density and mobility fixed, the resistance is 698 Ω at 0.5 T, 883 Ω at 1 T and 1974 Ω at 3 T. At 3 T it is still about 5% above $B/(ne)$.

Q: Could I take $r=0$ and apply this to a quantum Hall plateau?

A: Only as a limit. The formula tends to $|h|$ as $r\to0^+$, but at $r=0$ the uniqueness argument fails, and the corner exponent reaches $-1$, where the power integral is no longer finite. The local model then cannot describe the corners.

Q: What if the sheet is anisotropic? Surely I can still use the measured $\rho_{xx}$ and $\rho_{xy}$.

A: In general, no. Let the principal axes lie along the edges, so that

$$E_x=\rho_{xx}j_x+hj_y,\qquad E_y=-hj_x+\rho_{yy}j_y .$$

Stretch the sheet by $X=\alpha x$, $Y=\beta y$, keeping potentials and total currents fixed. Then $E_X=E_x/\alpha$, $E_Y=E_y/\beta$, $j_X=j_x/\beta$ and $j_Y=j_y/\alpha$. Substitution gives

$$E_X=\rho_{xx}\frac\beta\alpha j_X+hj_Y,\qquad
E_Y=-hj_X+\rho_{yy}\frac\alpha\beta j_Y .$$

The sheet becomes isotropic when $\beta/\alpha=\sqrt{\rho_{yy}/\rho_{xx}}$. Its longitudinal resistivity is then $\sqrt{\rho_{xx}\rho_{yy}}$, but the square has become a rectangle of aspect ratio $\alpha/\beta=\sqrt{\rho_{xx}/\rho_{yy}}$.

For $\rho_{xx}=1$ Ω, $\rho_{yy}=4$ Ω and $h=2$ Ω, the equivalent rectangle has $r=h=2$ Ω and aspect ratio $1/2$. The Schwarz–Christoffel integrals give 1.64 Ω. The formula for the isotropic square would give $\sqrt{1^2+2^2}=2.24$ Ω, which is 36% too high relative to 1.64 Ω.

Q: Real graphene devices have contact resistance. Do I simply add it?

A: At zero field, yes, if it is uniform along the electrodes. Take a rough value of 200 Ω µm per contact, which is low; several times more is also met in practice. Two contacts of width 10 µm add $2\times200/10=40$ Ω, giving 664 Ω.

In the field, the potential drop across each contact is proportional to the local normal current. I solved the field problem with this boundary condition by finite elements, assuming that the contact resistance itself does not change with the field. At 1.5 T the resistance is 1141 Ω, an increase of only about 15 Ω, or 1.4% of the ideal value. Adding the zero-field 40 Ω would therefore overstate the change.

The error is larger if mobility is inferred from the resistance ratio:

$$\mu_{\rm inferred}=\frac{\sqrt{(1141/664)^2-1}}{1.5\ \text T}
\approx0.93\ \text{m}^2/\text{Vs}=9300\ \text{cm}^2/\text{Vs}.$$

This is 7% below the mobility put into the model.

Q: And the rest of the real device?

A: The assumed mobility is high for graphene on silicon dioxide; a few thousand cm²/Vs is also typical, and would reduce the magnetoresistance at the same field. The model also gives all carriers the same mobility. At 300 K a mobility that depends on energy would make $\rho_{xx}$ itself change with the field, an effect not included in the numbers above. It need not be small: averaging the conductivity over the Fermi window at the same zero-field resistivity, a mobility proportional to the carrier energy or to its inverse raises $R$ at 1.5 T by 4 to 5%. Real sheets are also nonuniform. For a density $n[1+0.2\cos(6\pi x/L)\cos(6\pi y/L)]$, whose rms variation is 10%, a finite-element solution at fixed mobility raises $R$ by 0.4%. That figure belongs to this pattern and is not a bound.

For the thermal holes and the Landau spacing below, I use a linear band with a rough Fermi velocity of $10^6$ m/s. Thermal holes, with the same mobility as the electrons, lower $R$ by 0.1% when the net density (electrons minus holes, set by the gate) is held at $n$. The mean free path $\hbar\sqrt{\pi n}\,\mu/e$ is 117 nm, or 1.2% of the side, so the local law suits most of the channel, but not the region within about that distance of the electrodes and edges, hot corners included. The semiclassical Landau spacing at the zero-temperature Fermi energy, 117 meV, is 8.5 meV, against a thermal energy of 25.9 meV. The usual thermal factor for quantum oscillations, $X/\sinh X$ with $X=2\pi^2k_BT/(\hbar\omega_c)$ and $\hbar\omega_c$ that spacing, is about $10^{-24}$ (about $10^{-22}$ if the spacing is taken at the 300 K chemical potential, 107 meV), so they can be neglected here. The 10 mV bias, acting across the oxide capacitance, changes the density by 0.07%.

With an energy-independent mobility, the contacts give the largest of the changes in $R$ computed here; an energy-dependent mobility can exceed it. Near charge neutrality the one-carrier description fails, and its field dependence should not be used.
